# What the Apparent Activation Energy of a Polycrystal Averages

A polycrystal is annealed with a tracer on its surface, at several temperatures, and each penetration profile is turned into one diffusivity. Plotted as a logarithm against inverse temperature, the values lie near a straight line. Suppose that its slope is 1.54 eV, while diffusion in the grains has an activation energy of 2.0 eV and diffusion along the grain boundaries 1.2 eV. What does the intermediate number say about the material?

A natural answer is that it is a volume average. If a fraction \(g\) of the material is boundary, then

\[
Q_{\rm vol}=(1-g)Q_b+gQ_{gb},
\]

where \(b\) denotes the grain interior and \(gb\) the boundary. The idea is tempting because many properties of a mixture, such as its mass density, are volume averages. In a simple geometry even the diffusivity is one. But an activation energy is the slope of a logarithm, and averaging does not commute with taking a logarithm. Read as a volume average, the slope of 1.54 eV would make more than half of the material grain boundary. The model below gives that slope with a boundary fraction of 0.0005.

## Boundaries parallel to the flux

Let flat boundaries of width \(\delta\) repeat with period \(d\), so that \(g=\delta/d\), and let diffusion run along them in the direction \(y\). Temperature is measured as an energy, \(\tau=k_BT\), and \(\beta=1/\tau\). Each region has

\[
D_i=D_{0i}e^{-\beta Q_i},
\]

with constant \(D_{0i}\) and \(Q_i\). The microstructure is fixed, and the tracer does not segregate, so its concentration is continuous between grain and boundary.

Consider first Harrison's type A regime, in which the bulk diffusion length \(\sqrt{D_bt}\) is much larger than \(d\). Lateral diffusion then evens out the concentration across a period, and grain and boundary share the same gradient \(\partial c/\partial y\). The mean flux is the area-weighted sum of the two fluxes:

\[
J=-\left[(1-g)D_b+gD_{gb}\right]\frac{\partial c}{\partial y},
\qquad
D_{\rm eff}=(1-g)D_b+gD_{gb}.
\]

The apparent activation energy is defined by the local slope,

\[
Q_{\rm app}=-\frac{d\ln D_{\rm eff}}{d\beta}
=-\frac{1}{D_{\rm eff}}\frac{dD_{\rm eff}}{d\beta}.
\]

Since \(dD_i/d\beta=-Q_iD_i\),

\[
Q_{\rm app}=\frac{(1-g)D_bQ_b+gD_{gb}Q_{gb}}{D_{\rm eff}}
=w_bQ_b+w_{gb}Q_{gb},
\]

\[
w_{gb}=\frac{gD_{gb}}{D_{\rm eff}},\qquad w_b=1-w_{gb}.
\]

The weights are the fractions of the flux carried by the two regions. A small volume can have a large weight if it conducts well.

The volume average belongs to a different law. It is the slope of the geometric mean \(D_b^{1-g}D_{gb}^{g}\), whose logarithm is \((1-g)\ln D_b+g\ln D_{gb}\). Parallel paths add diffusivities, not their logarithms. The difference between the weights is

\[
w_{gb}-g=\frac{g\left[D_{gb}-(1-g)D_b-gD_{gb}\right]}{D_{\rm eff}}
=\frac{g(1-g)(D_{gb}-D_b)}{D_{\rm eff}}.
\]

For \(0<g<1\) and distinct activation energies, the two averages therefore agree only where \(D_b=D_{gb}\). With equal prefactors this is the limit \(\beta\to0\), infinite temperature.

## The size of the error

Take \(Q_b=2.0\) eV, \(Q_{gb}=1.2\) eV, a common prefactor of \(10^{15}\) Å²/s, \(\delta=5\) Å and \(d=10^4\) Å. Then \(g=5\times10^{-4}\), and the volume average is 1.9996 eV.

At 1200 K, \(D_b=3.984\times10^6\) and \(D_{gb}=9.125\times10^9\) Å²/s. The two contributions to \(D_{\rm eff}\) are

\[
(1-g)D_b=3.982\times10^6,\qquad
gD_{gb}=4.563\times10^6\ \text{Å}^2/\text{s}.
\]

Their sum is \(8.545\times10^6\) Å²/s, so \(w_{gb}=4.563/8.545=0.534\), and

\[
Q_{\rm app}=0.466\times2.0+0.534\times1.2=1.573\ \text{eV},
\]

or 0.0578 hartree. The volume average is too high by 0.43 eV.

The weights also change with temperature. From \(\ln w_{gb}=\ln g+\ln D_{gb}-\ln D_{\rm eff}\),

\[
\frac{dw_{gb}}{d\beta}=w_{gb}(-Q_{gb}+Q_{\rm app})
=w_{gb}w_b(Q_b-Q_{gb}),
\]

because \(Q_{\rm app}-Q_{gb}=w_b(Q_b-Q_{gb})\). Writing \(Q_{\rm app}=Q_b-w_{gb}(Q_b-Q_{gb})\) and differentiating once more gives

\[
\frac{d^2\ln D_{\rm eff}}{d\beta^2}
=-\frac{dQ_{\rm app}}{d\beta}
=w_bw_{gb}(Q_b-Q_{gb})^2\ge0.
\]

For parallel paths the Arrhenius plot is convex, and \(Q_{\rm app}\) rises with temperature as the path with the higher activation energy gains weight. In the example it is 1.325 eV at 1000 K, 1.573 eV at 1200 K and 1.780 eV at 1400 K, at fixed microstructure. These are long-time values, and at 1000 K type A needs a longer anneal than at 1200 K.

The two paths carry equal flux when \(gD_{gb}=(1-g)D_b\). For equal prefactors this reads \(e^{\beta(Q_b-Q_{gb})}=(1-g)/g\), or

\[
\tau=\frac{Q_b-Q_{gb}}{\ln[(1-g)/g]},
\]

which is positive for \(Q_b>Q_{gb}\) and \(g<1/2\). Here the temperature is 1221 K.

A straight line fitted to nine points of this curved law, evenly spaced in \(1/T\) between 1000 and 1400 K, has the slope 1.536 eV. Its largest misfit in \(\ln D\) is 0.12, so random experimental scatter with a standard deviation of that size could hide the curvature. Solving the volume-average formula for the boundary fraction then gives

\[
g_{\rm inferred}=\frac{2.0-1.536}{2.0-1.2}=0.58,
\]

more than a thousand times the true value.

## What "transport contribution" means in general

Real boundaries also cross the flux, and "share of the flux" is then no longer the exact weight in general. To find the general one, consider a periodic microstructure with isotropic \(D_i\) in each phase and a mean gradient \(G\) along a symmetry axis \(x\). Write \(c=Gx+\phi\), with \(\phi\) periodic. In the steady state \(\nabla\cdot(D\nabla c)=0\), and \(D_{\rm eff}G=\langle D\,\partial_xc\rangle\), where the brackets denote a volume average over one cell.

For any continuous periodic function \(f\), integration by parts gives

\[
\langle D\nabla c\cdot\nabla f\rangle
=-\langle f\,\nabla\cdot(D\nabla c)\rangle=0.
\]

The outer surface terms cancel by periodicity and the interface terms by continuity of the normal flux. With \(f=\phi\),

\[
\langle D|\nabla c|^2\rangle
=G\langle D\,\partial_xc\rangle+\langle D\nabla c\cdot\nabla\phi\rangle
=D_{\rm eff}G^2.
\]

Now change \(D_i\) at fixed \(G\). Let \(\chi_i\) be one in phase \(i\) and zero elsewhere. Then

\[
G^2\frac{\partial D_{\rm eff}}{\partial D_i}
=\langle\chi_i|\nabla c|^2\rangle
+2\left\langle D\nabla c\cdot\nabla\frac{\partial\phi}{\partial D_i}\right\rangle.
\]

The last term vanishes by the same identity, with \(f=\partial\phi/\partial D_i\). The concentration field does readjust, but to first order this does not affect \(D_{\rm eff}\). The chain rule gives

\[
Q_{\rm app}=\frac{1}{D_{\rm eff}}\sum_i
\frac{\partial D_{\rm eff}}{\partial D_i}D_iQ_i
=\sum_ip_iQ_i,\qquad
p_i=\frac{D_i\langle\chi_i|\nabla c|^2\rangle}{D_{\rm eff}G^2}.
\]

The \(p_i\) are non-negative and add up to one. They are shares of \(D|\nabla c|^2\), the diffusional counterpart of Joule heat. For an ideal dilute tracer the driving force is \(-\tau\nabla c/c\), and its product with the flux is \(\tau D|\nabla c|^2/c\). For small variations of \(c\) about a uniform value, \(D|\nabla c|^2\) is thus proportional to the local dissipation.

For parallel paths \(|\nabla c|=G\) everywhere, and \(p_i\) reduces to the flux share. For layers in series, with volume fractions \(f_i\), the same flux \(J\) passes through every layer. The gradient has magnitude \(|J|/D_i\) and the dissipation is \(J^2/D_i\), so

\[
p_i=\frac{f_i/D_i}{\sum_jf_j/D_j}.
\]

The share of the volume-integrated flux is then just \(f_i\). Weighting by flux would bring back the volume average and miss a thin layer that controls the transport.

Square grains with blocking boundaries show this. Keep \(\delta\), \(d\), the prefactor and \(Q_b\), set \(Q_{gb}=2.8\) eV, and stay at 1200 K. Because \(2.8=2\times2.0-1.2\), the blocking diffusivity is \((3.984\times10^6)^2/(9.125\times10^9)=1.74\times10^3\) Å²/s. Treating the boundaries that cross the flux as a series layer gives

\[
\frac1{D_{\rm eff}}\approx
\frac{0.9995}{3.984\times10^6}+\frac{0.0005}{1.74\times10^3}
\approx5.4\times10^{-7}\ \text{s}/\text{Å}^2,
\]

or \(D_{\rm eff}\approx1.86\times10^6\) Å²/s. A numerical solution for the full square network gives \(1.857\times10^6\) Å²/s. The boundaries hold 0.1% of the volume and 0.05% of the integrated flux, but 53.4% of the dissipation. The temperature slope of the computed \(D_{\rm eff}\) is 2.427 eV. Dissipation weights give 2.427 eV, whereas flux and volume weights give 2.000 and 2.001 eV. The curvature is also reversed: the slope falls from 2.675 eV at 1000 K to 2.220 eV at 1400 K, because the blocking layer loses its share of the resistance on heating. With fast boundaries (\(Q_{gb}=1.2\) eV) in the same network the distinction hardly matters: the flux and dissipation shares are both 0.534 to three digits, and the slope is 1.573 eV.

## When the slope is not an average at all

The results so far need a long anneal. For shorter times, hold the surface concentration at one and define the boundary penetration depth \(L=\int_0^\infty c_{gb}\,dy\). A homogeneous solid has \(c=\operatorname{erfc}[y/(2\sqrt{Dt})]\) and \(L=2\sqrt{Dt/\pi}\), so

\[
D_{\rm app}=\frac{\pi L^2}{4t}
\]

returns \(D\) in that case and can serve as an apparent diffusivity in all regimes of the model. Sectioning a sample measures the concentration averaged over each layer, grains included, so in type B it does not give this \(L\) directly.

In type B, \(\delta\ll\sqrt{D_bt}\ll d\), and the boundary profile runs far ahead of the bulk, \(L\gg\sqrt{D_bt}\). Each boundary leaks sideways into grains that act as infinitely wide. With Laplace variable \(p\) and boundary transform \(C(y)\), the lateral profile at distance \(x\) from the boundary is \(C\,e^{-x\sqrt{p/D_b}}\), which carries a flux \(\sqrt{D_bp}\,C\) into the grain on each side. Storage in the thin boundary is negligible, so

\[
\delta D_{gb}C''=2\sqrt{D_bp}\,C,\qquad C(0)=\frac1p.
\]

The decaying solution is \(C=e^{-\kappa y}/p\), with \(\kappa^2=2\sqrt{D_bp}/(\delta D_{gb})\). Its depth integral is

\[
\frac1{p\kappa}=\frac{\sqrt{\delta D_{gb}}}{(4D_b)^{1/4}}\,p^{-5/4}.
\]

The inverse transform of \(p^{-5/4}\) is \(t^{1/4}/\Gamma(5/4)\), hence

\[
L=\frac{\sqrt{\delta D_{gb}}}{\Gamma(5/4)}
\left(\frac{t}{4D_b}\right)^{1/4},\qquad
D_{\rm app}=\frac{\pi\,\delta D_{gb}}{8\,\Gamma(5/4)^2\sqrt{D_bt}}.
\]

At fixed time, \(D_{\rm app}\propto D_{gb}D_b^{-1/2}\), and the apparent energy is

\[
Q_{\rm app}=Q_{gb}-\tfrac12Q_b.
\]

The weights are \(1\) and \(-1/2\). Heating speeds up diffusion along the boundary, but it also speeds up the leakage that drains it. If instead \(\sqrt{D_bt}\) is held fixed by shortening the hotter anneals, the slope is \(Q_{gb}\). The result depends on the annealing schedule as well as on the material.

In type C, \(\sqrt{D_bt}\ll\delta\) and leakage is negligible. The boundary then behaves as a homogeneous medium, with \(D_{\rm app}=D_{gb}\) and slope \(Q_{gb}\).

With the parallel-boundary parameters and a fixed anneal of \(10^4\) s, temperature alone moves the sample through the three regimes. A numerical solution of the transient problem, with diffusion along the depth retained in the grains, gives these local slopes:

- At 450 K, type C, the slope is 1.193 eV and the limit is 1.200 eV. The bulk length of 0.02 Å is smaller than an atom. It means that hardly any tracer leaves the boundary, not that a profile of that width exists.
- At 700 K, type B, the bulk length is 200 Å. The slope is 0.21 eV and the limit is 0.20 eV, far below both activation energies.
- At 1200 K, type A, the bulk length is \(2\times10^5\) Å, or twenty grain periods. The slope is 1.573 eV, in agreement with the flux-weighted average.

The small excess at 700 K comes from storage in the boundary. Restoring it multiplies \(\kappa^2\) by \(1+\delta\sqrt p/(2\sqrt{D_b})\). To first order this lowers \(D_{\rm app}\) by the relative amount

\[
a=\frac{\delta}{2\sqrt{D_bt}}\,\frac{\Gamma(5/4)}{\Gamma(3/4)}
=0.0125\times0.740=0.009.
\]

Since \(a\propto D_b^{-1/2}\), the slope rises by about \(aQ_b/2=0.009\) eV, which accounts for the computed difference.

The value of 0.21 eV belongs to the depth integral of the boundary concentration. The same construction applied to the layer-averaged concentration measures the total uptake, which includes the tracer held in the grains, and at 700 K it gives a slope of 2.12 eV, above both activation energies. In type B the slope therefore also depends on how the profile is reduced to one diffusivity. At 1200 K both definitions give 1.573 eV.

## Reading a measured slope

The boundary width and the energy ratio of 0.6 are of the usual order for metals. The temperatures are more idealized. Metals with a bulk activation energy near 2.0 eV typically melt somewhere around 1200 to 1500 K, so the upper end of the range used here may be out of reach, and micrometre-sized grains would usually grow during such hot anneals unless something pins their boundaries. The grain period of \(10^4\) Å describes a fine-grained material, and well-annealed metals often have much larger grains, which lowers \(g\) and the boundary weight. Equal prefactors are a simplification. For impurities, the absence of segregation is also an assumption that can fail. If the boundary concentration is \(s\) times that in the grain, the boundary term in the flux becomes \(gsD_{gb}\). The mean concentration also changes, by the factor \(1-g+gs\), but for constant \(s\) this does not affect the slope. With \(s=10\) at 1200 K,

\[
w_{gb}=\frac{45.63}{45.63+3.98}=0.92,\qquad
Q_{\rm app}=2.0-0.92\times0.8=1.26\ \text{eV},
\]

a shift of 0.31 eV with no change in either activation energy. If \(s\) varies with temperature, or if grains grow more in the hotter anneals, the slope acquires further terms.

A measured slope therefore yields a transport weight only after the regime has been established. For fast boundaries this means comparing \(\sqrt{D_bt}\) with \(d\) and with \(\delta\), or with \(s\delta\) if the tracer segregates. For strongly blocking boundaries \(\sqrt{D_bt}\gg d\) is not enough: type A also needs \(\sqrt{D_{\rm eff}t}\gg d\), so that the tracer has crossed many boundaries. In type A, with known \(Q_b\) and \(Q_{gb}\), the local slope gives the dissipation share of the boundaries, provided that the microstructure is the same at all temperatures and any segregation factor is constant. This also assumes a single isotropic boundary diffusivity. Real boundaries have a spread of activation energies, can conduct differently along and across their plane, and compete with dislocations and triple junctions, so one slope cannot fix all the shares. Turning that share into a volume fraction also requires the diffusivities and the geometry. The numerical output below lists the bulk diffusion lengths for the three transient examples.

## Calculated quantities

```
Grain energy: 2.00 eV; boundary energy: 1.20 eV
Common prefactor: 1.0e+15 A^2/s
Boundary width: 5.0 A; grain period: 10000 A
Boundary volume fraction, parallel slabs: 0.00050
Volume-averaged energy: 1.9996 eV
Long-time law, parallel boundaries:
 1000 K: D_b = 8.326e+04, D_gb = 8.959e+08 A^2/s
   D_eff = 5.312e+05 A^2/s; boundary flux share = 0.8433
   apparent energy = 1.3253 eV; curvature = 0.0846 eV^2
 1200 K: D_b = 3.984e+06, D_gb = 9.125e+09 A^2/s
   D_eff = 8.545e+06 A^2/s; boundary flux share = 0.5339
   apparent energy = 1.5729 eV; curvature = 0.1593 eV^2
   same apparent energy = 0.05780 hartree
 1400 K: D_b = 6.314e+07, D_gb = 4.788e+10 A^2/s
   D_eff = 8.705e+07 A^2/s; boundary flux share = 0.2750
   apparent energy = 1.7800 eV; curvature = 0.1276 eV^2
Equal flux shares at: 1221.5 K
Line fit 1000-1400 K, 9 points even in 1/T: 1.5358 eV
Largest misfit in ln D: 0.119 (dimensionless)
Boundary volume fraction wrongly inferred: 0.580
Transient solution, anneal time 10000 s:
 Type C, 450 K: bulk length = 0.02 A
   boundary depth L = 678 A
   D_app = 3.6103e+01, limit = 3.6357e+01 A^2/s
   energy = 1.1929 eV, limit = 1.2000 eV
 Type B, 700 K: bulk length = 200 A
   boundary depth L = 1.861e+04 A
   D_app = 2.7202e+04, limit = 2.7444e+04 A^2/s
   energy = 0.2095 eV, limit = 0.2000 eV
 Type A, 1200 K: bulk length = 2e+05 A
   boundary depth L = 3.299e+05 A
   D_app = 8.5456e+06, limit = 8.5449e+06 A^2/s
   energy = 1.5727 eV, limit = 1.5729 eV
Square grains, 1200 K, boundary volume = 0.001000
 fast boundaries, Q_gb = 1.20 eV: D_eff = 8.5468e+06 A^2/s
   boundary shares: dissipation 0.53381, flux 0.53404
   energy from temperature slope = 1.5730 eV
   weighted by dissipation 1.5730, flux 1.5728, volume 1.9992 eV
 blocking boundaries, Q_gb = 2.80 eV: D_eff = 1.8570e+06 A^2/s
   boundary shares: dissipation 0.53393, flux 0.00050
   energy from temperature slope = 2.4271 eV
   weighted by dissipation 2.4271, flux 2.0004, volume 2.0008 eV
```
